# Magnetic anisotropy and orbital moments: Bruno's relation and its spin-flip correction: a numerical check

```python
"""Bruno relation and spin-flip terms for the magnetic anisotropy of a d shell.

Result under test, to second order in the spin-orbit constant zeta:
  E(n) = (zeta/4) (L_up - L_down) + E_flip(n)
  E_flip = -(zeta^2/4) sum (f_o,up - f_u,down)
           * (sum_i |<u|l_i|o>|^2 - |<u|l_n|o>|^2) / (e_u,down - e_o,up)
  E_flip -> const + (7/4) (zeta^2/Delta) T_n   for large Delta
n: direction of majority spin (up); L_up, L_down: orbital moments along n in
hbar of the two spin channels; f: occupations; Delta: exchange splitting;
T_n = <sum_ij n_i Q_ij s_j>, Q_ij = delta_ij - 3 r_i r_j with r a unit vector.
Energies are in eV. Reference values come from diagonalizing the full matrix.
"""
import numpy as np
from scipy import constants

# Real d orbitals as quadratic forms r.M.r with Tr(M M) = 1
names = ["xy", "xz", "yz", "x2-y2", "z2"]
forms = np.zeros((5, 3, 3))
for a, (i, j) in enumerate([(0, 1), (0, 2), (1, 2)]):
    forms[a, i, j] = forms[a, j, i] = 1 / np.sqrt(2)
forms[3] = np.diag([1, -1, 0]) / np.sqrt(2)
forms[4] = np.diag([-1, -1, 2]) / np.sqrt(6)

# Orbital angular momentum l = -i r x grad acting on the quadratic forms
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
l_ops = np.zeros((3, 5, 5), complex)
for k in range(3):
    for b in range(5):
        rotated = levi[k] @ forms[b]
        rotated = -1j * (rotated + rotated.T)
        for a in range(5):
            l_ops[k, a, b] = np.trace(forms[a] @ rotated)
s_ops = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                        [[1, 0], [0, -1]]], complex)
assert np.allclose(l_ops[0] @ l_ops[1] - l_ops[1] @ l_ops[0], 1j * l_ops[2])
assert np.allclose(sum(m @ m for m in l_ops), 6 * np.eye(5))

# Quadrupole matrices Q_ij by quadrature over the sphere
cosines, weights = np.polynomial.legendre.leggauss(12)
phis = 2 * np.pi * np.arange(16) / 16
ct, ph = np.meshgrid(cosines, phis, indexing="ij")
st = np.sqrt(1 - ct**2)
points = np.array([st * np.cos(ph), st * np.sin(ph), ct]).reshape(3, -1)
w = np.repeat(weights, 16) * 2 * np.pi / 16
orbitals = np.sqrt(15 / (8 * np.pi)) * np.einsum(
    "ip,aij,jp->ap", points, forms, points)
assert np.allclose((orbitals * w) @ orbitals.T, np.eye(5))
q_ops = np.zeros((3, 3, 5, 5))
for i in range(3):
    for j in range(3):
        q_val = float(i == j) - 3 * points[i] * points[j]
        q_ops[i, j] = (orbitals * w * q_val) @ orbitals.T
        sym = (l_ops[i] @ l_ops[j] + l_ops[j] @ l_ops[i]) / 2
        assert np.allclose(sym, 2 * (i == j) * np.eye(5) + 3.5 * q_ops[i, j])


def diagonalize(h_orb, delta, n, n_el, z_cons, z_flip):
    """Energy, L_up, L_down, T_n with separate strengths of the two SO parts."""
    l_n = np.einsum("i,iab->ab", n, l_ops)
    s_n = np.einsum("i,iab->ab", n, s_ops)
    conserving = np.kron(l_n, s_n)
    full = sum(np.kron(l_ops[i], s_ops[i]) for i in range(3))
    h = np.kron(h_orb, np.eye(2)) - delta * np.kron(np.eye(5), s_n)
    h = h + z_cons * conserving + z_flip * (full - conserving)
    e, c = np.linalg.eigh(h)
    occ = c[:, :n_el]
    dipole = sum(np.kron(np.einsum("i,iab->ab", n, q_ops[:, j]), s_ops[j])
                 for j in range(3))

    def mean(op):
        return np.trace(occ.conj().T @ op @ occ).real

    up = np.eye(2) / 2 + s_n
    down = np.eye(2) / 2 - s_n
    return np.array([e[:n_el].sum(), mean(np.kron(l_n, up)),
                     mean(np.kron(l_n, down)), mean(dipole)])


def responses(h_orb, delta, n, n_el, cons=1, flip=1, step=2e-3):
    """Coefficient of zeta^2 in E and of zeta in L_up, L_down (extrapolated)."""
    def difference(h):
        plus = diagonalize(h_orb, delta, n, n_el, cons * h, flip * h)
        minus = diagonalize(h_orb, delta, n, n_el, -cons * h, -flip * h)
        zero = diagonalize(h_orb, delta, n, n_el, 0, 0)
        energy = (plus[0] + minus[0] - 2 * zero[0]) / (2 * h**2)
        slopes = (plus[1:3] - minus[1:3]) / (2 * h)
        return np.array([energy, slopes[0], slopes[1]])
    return (4 * difference(step) - difference(2 * step)) / 3


def perturbation_sums(h_orb, delta, n, n_el):
    """Derived sums: L_up/zeta, L_down/zeta and E_flip/zeta^2."""
    e, c = np.linalg.eigh(h_orb)
    levels = np.concatenate([e - delta / 2, e + delta / 2])
    filled = np.zeros(10)
    filled[np.argsort(levels)[:n_el]] = 1
    f_up, f_down = filled[:5], filled[5:]
    l_eig = np.array([c.conj().T @ m @ c for m in l_ops])
    w_n = abs(np.einsum("i,iab->ab", n, l_eig))**2
    w_all = (abs(l_eig)**2).sum(axis=0)
    moments = []
    for sign, f in [(1, f_up), (-1, f_down)]:
        total = sum(w_n[u, o] / (e[u] - e[o]) for u in range(5)
                    for o in range(5) if f[o] == 1 and f[u] == 0)
        moments.append(-sign * total)
    flip = 0.0
    for u in range(5):
        for o in range(5):
            if f_up[o] != f_down[u]:
                gap = e[u] - e[o] + delta
                flip -= (f_up[o] - f_down[u]) * (w_all - w_n)[u, o] / gap / 4
    return np.array([moments[0], moments[1], flip])


x_axis, y_axis, z_axis = np.eye(3)
tilted = np.array([1.0, 2.0, 2.0]) / 3
tetragonal = np.diag([0.0, 0.5, 0.5, 1.0, 1.2])
rng = np.random.default_rng(7)
low_levels = np.diag([0.0, 0.5, 1.1, 1.8, 2.6])
rotation = np.linalg.qr(rng.normal(size=(5, 5)))[0]
low_symmetry = rotation @ low_levels @ rotation.T
low_delta, low_count = 0.85, 5

# Energy and moments for full, partly filled and empty spin channels
for h_orb, delta, count in [(tetragonal, 3.0, 6), (tetragonal, 3.0, 4),
                            (low_symmetry, low_delta, low_count)]:
    for n in (x_axis, y_axis, z_axis, tilted):
        energy, l_up, l_down = responses(h_orb, delta, n, count)
        sums = perturbation_sums(h_orb, delta, n, count)
        assert np.allclose([l_up, l_down], sums[:2], atol=1e-5)
        assert abs(energy - (l_up - l_down) / 4 - sums[2]) < 1e-5
        only_cons = responses(h_orb, delta, n, count, flip=0)[0]
        only_flip = responses(h_orb, delta, n, count, cons=0)[0]
        assert abs(only_cons - (l_up - l_down) / 4) < 1e-5
        assert abs(only_flip - sums[2]) < 1e-5

# With both channels partly filled the total moment is not sufficient
low = np.array([responses(low_symmetry, low_delta, n, low_count, flip=0)
                for n in (x_axis, y_axis, z_axis)])
total_moment_form = -(low[:, 1] + low[:, 2]) / 4
assert np.ptp(total_moment_form - low[:, 0]) > 0.01

# Complex Bloch-like orbitals: formula holds for the pair k, -k, not for k alone
random_complex = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
unitary = np.linalg.qr(random_complex)[0]
bloch = unitary @ low_levels @ unitary.conj().T
errors = []
for h_orb in (bloch, bloch.conj()):
    exact = responses(h_orb, low_delta, tilted, low_count, cons=0)[0]
    formula = perturbation_sums(h_orb, low_delta, tilted, low_count)[2]
    errors.append(exact - formula)
assert abs(sum(errors)) < 2e-5 and abs(errors[0]) > 1e-3

# Large exchange splitting: approach to the magnetic-dipole form
for count in (6, 4):
    deviations = []
    for delta in (40.0, 80.0):
        e_x, e_z = [responses(tetragonal, delta, n, count, cons=0,
                              step=1e-2)[0] for n in (x_axis, z_axis)]
        t_x, t_z = [diagonalize(tetragonal, delta, n, count, 0, 0)[3]
                    for n in (x_axis, z_axis)]
        deviations.append(delta * (e_x - e_z) / (1.75 * (t_x - t_z)) - 1)
    assert abs(deviations[1]) < 0.05
    assert abs(deviations[1] / deviations[0] - 0.5) < 0.05

# Worked example
zeta, delta, count = 0.05, 3.0, 6
sum_x = perturbation_sums(tetragonal, delta, x_axis, count)
sum_z = perturbation_sums(tetragonal, delta, z_axis, count)
exact_x = diagonalize(tetragonal, delta, x_axis, count, zeta, zeta)
exact_z = diagonalize(tetragonal, delta, z_axis, count, zeta, zeta)
t_x = diagonalize(tetragonal, delta, x_axis, count, 0, 0)[3]
t_z = diagonalize(tetragonal, delta, z_axis, count, 0, 0)[3]
bruno = -zeta / 4 * zeta * (sum_x[1] - sum_z[1])
flip = zeta**2 * (sum_x[2] - sum_z[2])
dipole_form = 1.75 * zeta**2 / delta * (t_x - t_z)
second_order = bruno + flip
exact = exact_x[0] - exact_z[0]
bruno_exact_l = -zeta / 4 * (exact_x[1:3].sum() - exact_z[1:3].sum())
small = 0.001
small_exact = (diagonalize(tetragonal, delta, x_axis, count, small, small)[0]
               - diagonalize(tetragonal, delta, z_axis, count, small, small)[0])
small_ratio = small_exact / (second_order * (small / zeta)**2)
assert abs(small_ratio - 1) < 0.02
hartree = constants.physical_constants["Hartree energy in eV"][0]

print("TETRAGONAL MODEL, differences are E(n=x) - E(n=z)")
for name, level in zip(names, np.diag(tetragonal)):
    print(f"level {name}: {level:.2f} eV")
print(f"zeta: {zeta:.3f} eV")
print(f"exchange splitting Delta: {delta:.2f} eV")
print(f"electrons: {count}")
print(f"|<xz|l_x|xy>|^2: {abs(l_ops[0][1, 0])**2:.3f} hbar^2")
print(f"|<x2-y2|l_z|xy>|^2: {abs(l_ops[2][3, 0])**2:.3f} hbar^2")
print(f"<xy|l_x^2|xy>: {(l_ops[0] @ l_ops[0])[0, 0].real:.3f} hbar^2")
print(f"<xy|l_z^2|xy>: {(l_ops[2] @ l_ops[2])[0, 0].real:.3f} hbar^2")
print(f"L_down, n=x, first order: {zeta * sum_x[1]:.5f} hbar")
print(f"L_down, n=z, first order: {zeta * sum_z[1]:.5f} hbar")
print(f"L total, n=x, diagonalized: {exact_x[1:3].sum():.5f} hbar")
print(f"L total, n=z, diagonalized: {exact_z[1:3].sum():.5f} hbar")
print(f"T_n, n=x, zeta=0: {t_x:.5f} hbar")
print(f"T_n, n=z, zeta=0: {t_z:.5f} hbar")
print(f"Bruno term: {bruno:.7f} eV")
print(f"spin-flip term, full denominators: {flip:.7f} eV")
print(f"spin-flip term, T_n form: {dipole_form:.7f} eV")
print(f"T_n form / full spin-flip term: {dipole_form / flip:.4f}")
print(f"second-order total: {second_order:.7f} eV")
print(f"second-order total: {second_order / hartree:.4e} hartree")
print(f"diagonalized total: {exact:.7f} eV")
print(f"diagonalized total: {exact / hartree:.4e} hartree")
print(f"Bruno term with diagonalized L: {bruno_exact_l:.7f} eV")
print(f"diagonalized / second order: {exact / second_order:.4f}")
print(f"same ratio at zeta = {small:.3f} eV: {small_ratio:.4f}")
print("LARGE-DELTA CHECK, four electrons, majority shell partly filled")
print(f"Delta = 40 eV, exact / T_n form - 1: {deviations[0]:.5f}")
print(f"Delta = 80 eV, exact / T_n form - 1: {deviations[1]:.5f}")
print("LOW-SYMMETRY MODEL, both spins partly filled, per zeta^2")
print("levels:", ", ".join(f"{v:.1f}" for v in np.diag(low_levels)), "eV")
print(f"Delta: {low_delta:.2f} eV; electrons: {low_count}")
for label, row in zip("xyz", low):
    print(f"n={label}: L_up/zeta {row[1]:.4f}, L_down/zeta {row[2]:.4f} hbar/eV")
for label, row, wrong in zip("xyz", low, total_moment_form):
    print(f"n={label}: E_cons/zeta^2 {row[0]:.4f}, "
          f"-L_total/(4 zeta) {wrong:.4f} 1/eV")
print("BLOCH PAIR, spin-flip energy minus formula, per zeta^2")
print(f"k alone: {errors[0]:.5f} 1/eV")
print(f"-k alone: {errors[1]:.5f} 1/eV")
print(f"magnitude of sum below 2e-5 1/eV: {abs(sum(errors)) < 2e-5}")
print("tests ok")
```

Printed output:

```
TETRAGONAL MODEL, differences are E(n=x) - E(n=z)
level xy: 0.00 eV
level xz: 0.50 eV
level yz: 0.50 eV
level x2-y2: 1.00 eV
level z2: 1.20 eV
zeta: 0.050 eV
exchange splitting Delta: 3.00 eV
electrons: 6
|<xz|l_x|xy>|^2: 1.000 hbar^2
|<x2-y2|l_z|xy>|^2: 4.000 hbar^2
<xy|l_x^2|xy>: 1.000 hbar^2
<xy|l_z^2|xy>: 4.000 hbar^2
L_down, n=x, first order: 0.10000 hbar
L_down, n=z, first order: 0.20000 hbar
L total, n=x, diagonalized: 0.09912 hbar
L total, n=z, diagonalized: 0.19873 hbar
T_n, n=x, zeta=0: 0.14286 hbar
T_n, n=z, zeta=0: -0.28571 hbar
Bruno term: 0.0012500 eV
spin-flip term, full denominators: 0.0008875 eV
spin-flip term, T_n form: 0.0006250 eV
T_n form / full spin-flip term: 0.7043
second-order total: 0.0021375 eV
second-order total: 7.8550e-05 hartree
diagonalized total: 0.0021211 eV
diagonalized total: 7.7947e-05 hartree
Bruno term with diagonalized L: 0.0012451 eV
diagonalized / second order: 0.9923
same ratio at zeta = 0.001 eV: 0.9999
LARGE-DELTA CHECK, four electrons, majority shell partly filled
Delta = 40 eV, exact / T_n form - 1: 0.01866
Delta = 80 eV, exact / T_n form - 1: 0.00904
LOW-SYMMETRY MODEL, both spins partly filled, per zeta^2
levels: 0.0, 0.5, 1.1, 1.8, 2.6 eV
Delta: 0.85 eV; electrons: 5
n=x: L_up/zeta -2.9397, L_down/zeta 2.2521 hbar/eV
n=y: L_up/zeta -0.1879, L_down/zeta 3.5687 hbar/eV
n=z: L_up/zeta -3.4179, L_down/zeta 2.5693 hbar/eV
n=x: E_cons/zeta^2 -1.2980, -L_total/(4 zeta) 0.1719 1/eV
n=y: E_cons/zeta^2 -0.9392, -L_total/(4 zeta) -0.8452 1/eV
n=z: E_cons/zeta^2 -1.4968, -L_total/(4 zeta) 0.2122 1/eV
BLOCH PAIR, spin-flip energy minus formula, per zeta^2
k alone: 0.08436 1/eV
-k alone: -0.08436 1/eV
magnitude of sum below 2e-5 1/eV: True
tests ok
```
